# Why electron scattering makes a metal's zone-centre phonon adiabatic

## The situation

In a metal, an optical vibration at the zone centre displaces the atoms in the same way in every cell and shifts the electron bands up and down with them. Suppose the vibration raises one part of the Fermi surface and lowers another. Electrons could then lower the energy by moving from the raised states to the lowered ones, which would soften the vibration. A static calculation with a displaced lattice includes this transfer in full. In a real vibration the transfer needs time, and at zero wavevector it needs scattering.

The phonon frequency thus has two limits: $\omega_{NA}$, nonadiabatic, with frozen occupations, and $\omega_A$, adiabatic, with occupations that follow the lattice. The passage between them carries a linewidth that is small at both ends.

**Conventions.** The mode coordinate is $u$, its mass $M$, and the time factor is $e^{-i\omega t}$. The energy of state $k$ (wavevector, band and spin together) is $E_k(u)$, and $g_k=\partial E_k/\partial u$ at $u=0$. Sums over $k$ are per cell, $f$ is the Fermi function and $f'=df/dE<0$. The electrons are independent particles in the displaced, screened potential. Anharmonic and other non-electronic widths are left out.

## First contribution: the static stiffness, split in two

At fixed electron number $N$ the electronic free energy is $F=\Omega+\mu N$, with
$$\Omega=-k_BT\sum_k\ln\left[1+e^{-(E_k-\mu)/k_BT}\right].$$
Since $\partial\Omega/\partial E_k=f_k$ and $\partial\Omega/\partial\mu=-N$, the terms in $d\mu/du$ cancel and
$$\frac{dF}{du}=\sum_k f_k\frac{\partial E_k}{\partial u}.$$
A second derivative acts on both factors:
$$\frac{d^2F}{du^2}=\sum_k f_k\frac{\partial^2E_k}{\partial u^2}+\sum_k g_k\frac{df_k}{du},\qquad \frac{df_k}{du}=f'_k\left(g_k-\frac{d\mu}{du}\right).$$
The number of electrons is fixed, so $\sum_k df_k/du=0$. This gives
$$\frac{d\mu}{du}=\frac{\sum_k(-f'_k)g_k}{\sum_k(-f'_k)}\equiv\bar g,$$
the average of $g$ over the Fermi surface. Because $\sum_k(-f'_k)\,\bar g\,(g_k-\bar g)=0$, this term may be subtracted freely, and the second sum becomes $-S$ with
$$S=\sum_k(-f'_k)(g_k-\bar g)^2 .$$

The first sum is the curvature at frozen occupations. Together with the direct interaction of the ions it forms the stiffness $K_{NA}=M\omega_{NA}^2$. The second is the gain from reoccupation. Hence
$$K_A=K_{NA}-S,\qquad \omega_A^2=\omega_{NA}^2-\frac{S}{M}.$$
Since $S\ge0$, reoccupation can only soften the mode. It depends on the variance of $g$: if all states at the Fermi surface shift equally, the chemical potential shifts with them, no electron moves, and there is no crossover.

## Second contribution: interband mixing

The frozen curvature contains virtual transitions to other bands. For a perturbation linear in $u$ with interband matrix element $m$ and band separation $G$, the static response is proportional to $2|m|^2/G$. At frequency $\omega$ the two time orders give
$$|m|^2\left[\frac{1}{G-\hbar\omega}+\frac{1}{G+\hbar\omega}\right]=\frac{2|m|^2}{G}\,\frac{G^2}{G^2-\hbar^2\omega^2}.$$
The relative change is about $(\hbar\omega/G)^2$. If $\hbar\omega\ll G$, this part is practically static, and it belongs in $K_{NA}$. The frequency dependence that matters comes from the intraband part, whose excitation energies go to zero with the wavevector.

## Third contribution: intraband motion without scattering

At $q=0$ the intraband perturbation is $u(t)\sum_k g_kn_k$, where $n_k$ is the occupation operator. It commutes with every $n_k$. It changes the phases of the states but not their occupations, so it produces no reoccupation force at any nonzero frequency.

The static limit at small but finite $q$ is different. The intraband response is
$$\chi_{gg}(q,\omega)=\sum_k g_k^2\,\frac{f_1-f_2}{D-\hbar\omega},\qquad D=E_2-E_1\approx\hbar\,\mathbf v_k\cdot\mathbf q,$$
where 1 and 2 denote the states at $\mathbf k\mp\mathbf q/2$. To lowest order $f_1-f_2\approx(-f'_k)D$. The states $\mathbf k$ and $-\mathbf k$ have opposite $D$, so the sum may be symmetrized:
$$\chi_{gg}\approx\sum_k(-f'_k)\,g_k^2\,\frac{D^2}{D^2-\hbar^2\omega^2}.$$
For $\omega=0$ the fraction is one and the full reoccupation survives as $q\to0$. For $\hbar\omega\gg|D|$ it is $-D^2/\hbar^2\omega^2$, which vanishes. In the static case electrons have unlimited time to travel between the crests and troughs of the wave; in the dynamic case they cross only a small part of the wavelength within a period.

Coulomb forces add a potential that suppresses net charge at small $q$. If $\chi_{g1}$ and $\chi_{11}$ are the same sums with $g_k^2$ replaced by $g_k$ and by 1, neutrality requires an added electron energy $\phi=-u\,\chi_{g1}/\chi_{11}$, the same for all states. The response becomes $\chi_{gg}-\chi_{g1}^2/\chi_{11}$, whose static limit is $S$. At finite frequency neutrality holds only well below the plasma frequency at that $q$. In a two-dimensional metal this frequency falls as $\sqrt q$, so the screening is incomplete at the smallest $q$. Away from the plasmon resonance the dynamic response still vanishes as $q\to0$, because all three sums fall as $q^2$.

The clean metal therefore vibrates at $\omega_{NA}$ when $v_Fq\ll\omega$, although a static calculation gives $\omega_A$.

## Fourth contribution: scattering

Scattering moves electrons between states of different $k$, so the occupations can relax. Let $\delta n_k$ be the change in occupation. If the electron temperature stays constant, the equilibrium that belongs to the instantaneous bands has the change $f'_k(g_ku-\delta\mu)$. With one relaxation time $\tau$,
$$\frac{d\,\delta n_k}{dt}=-\frac{1}{\tau}\left[\delta n_k-f'_k(g_ku-\delta\mu)\right].$$
Collisions conserve the number of electrons, so $\sum_k\delta n_k=0$ at all times. Summing the equation over $k$ gives $\delta\mu=\bar gu$. For harmonic motion the left side is $-i\omega\,\delta n_k$, hence
$$\delta n_k=\frac{f'_k(g_k-\bar g)\,u}{1-i\omega\tau}.$$
The force of these electrons on the mode is $-\sum_kg_k\delta n_k=Su/(1-i\omega\tau)$. Added to the frozen force $-K_{NA}u$, it gives the stiffness
$$K(\omega)=K_{NA}-\frac{S}{1-i\omega\tau}=K_{NA}-\frac{S}{1+\omega^2\tau^2}-i\,\frac{S\,\omega\tau}{1+\omega^2\tau^2}.$$

The real part runs from $K_{NA}$ at $\omega\tau\gg1$ to $K_{NA}-S$ at $\omega\tau\ll1$. The imaginary part is a loss. Write $K=K'-iK''$ and $u=u_0\cos\omega t$. The force is then $-K'u_0\cos\omega t+K''u_0\sin\omega t$, and the velocity is $-\omega u_0\sin\omega t$. The work done on the mode in one period is
$$-K''\omega u_0^2\int_0^{2\pi/\omega}\sin^2\omega t\,dt=-\pi K''u_0^2 .$$

This explains the linewidth. Frozen occupations exert no extra force. Occupations that follow at once exert a force in phase with $u$, which returns in one quarter of the cycle what it took in the quarter before. Energy is lost when the response is both sizeable and late. With $x=\omega\tau$ the loss varies as $x/(1+x^2)$, whose derivative $(1-x^2)/(1+x^2)^2$ vanishes at $x=1$.

### A quantum check of the relaxation law

The kinetic equation can be compared with disorder treated by quantum mechanics. Let levels of density $\rho$ be mixed by random matrix elements of variance $v^2$. The golden rule gives $\Gamma=\hbar/\tau=2\pi v^2\rho$. In an eigenstate $a$, the weight of an original state $k$ is a Lorentzian of half-width $\Gamma/2$ in $E_a-E_k$, divided by $\rho$. If $g_k$ varies randomly with variance $\sigma^2$, the mean square matrix element between eigenstates $a$ and $b$ is $\sigma^2$ times the sum over $k$ of the product of two such weights. Half-widths of convoluted Lorentzians add, so
$$\overline{|g_{ab}|^2}=\frac{\sigma^2}{\rho}\,\frac{\Gamma/\pi}{(E_a-E_b)^2+\Gamma^2}.$$
A constant part of $g$ is proportional to the identity and connects no two different eigenstates. The loss $K''$ is the imaginary part of $\sum_{ab}|g_{ab}|^2(f_a-f_b)/(E_b-E_a-\hbar\omega-i0)$, in which each denominator gives $\pi\,\delta(E_b-E_a-\hbar\omega)$. With $\rho^2$ pairs per energy squared, the sum contains the occupation factor $\int[f(E)-f(E+\hbar\omega)]dE=\hbar\omega$. Therefore
$$K''=\pi\rho^2\,\hbar\omega\,\frac{\sigma^2}{\rho}\,\frac{\Gamma/\pi}{\hbar^2\omega^2+\Gamma^2}=\rho\sigma^2\,\frac{\omega\tau}{1+\omega^2\tau^2},$$
the kinetic result with $S=\rho\sigma^2$.

A numerical test diagonalized 1600 such levels and summed the response over the eigenstates, with an imaginary part in the frequency, 0.15 or 0.3 of the relaxation rate, to smooth the discrete spectrum. The largest deviation from $1/(1-i\omega\tau)$ at the same complex frequency was 0.026 of the static value $\rho\sigma^2$. The coupling had a nonzero mean, which left no trace within this accuracy.

### Which relaxation time counts

Let elastic collisions on a circular Fermi line turn an electron through the angle $\theta$ at rate $W(\theta)$. A deviation from local equilibrium proportional to $\cos m\theta$ loses electrons by scattering out and regains some by scattering in, so it decays at
$$\frac{1}{\tau_m}=\int W(\theta)(1-\cos m\theta)\,d\theta .$$
The single-particle lifetime $\tau_0$ omits the cosine: $1/\tau_0=\int W\,d\theta$. A mode with $g\propto\cos2\theta$ is governed by $\tau_2$. For the forward-peaked form $W\propto e^{4\cos\theta}$ the numerical value is $\tau_2/\tau_0=2.32$. The greatest loss at fixed $\omega$ then lies at $\omega\tau_2=1$, or $\omega\tau_0=1/2.32=0.43$. Here a lifetime taken from the width of electron states would misplace the crossover.

Elastic collisions also equalize occupations only within each energy shell. If the shell average of $g$ varies noticeably over $k_BT$, the remaining part of $S$ has to wait for inelastic collisions, and a single $\tau$ no longer suffices. The same holds when several bands cross the Fermi level with different averages of $g$: the part of $S$ that comes from this difference relaxes only by interband scattering.

## The contributions together: frequency and width

The frequency in $K(\omega)$ must be that of the damped mode itself. Put $u\propto e^{st}$, so that $-i\omega\to s$, and define $\Delta^2=S/M=\omega_{NA}^2-\omega_A^2$. The equation of motion $Ms^2=-K$ becomes
$$(s^2+\omega_{NA}^2)(1+s\tau)=\Delta^2 .$$
Expanding and multiplying by $R=1/\tau$ gives
$$s^3+Rs^2+\omega_{NA}^2s+R\,\omega_A^2=0 .$$
Let the roots be $-r$ and $-\gamma\pm i\omega_r$, and let $P=\gamma^2+\omega_r^2$. Comparison with $(s+r)(s^2+2\gamma s+P)$ yields
$$R=r+2\gamma,\qquad \omega_{NA}^2=P+2\gamma r,\qquad R\,\omega_A^2=rP .$$
Insert $R$ and $P$ from the first two relations into the third: $(r+2\gamma)\omega_A^2=r(\omega_{NA}^2-2\gamma r)$. Collecting $\gamma$,
$$\gamma=\frac{\Delta^2}{2}\,\frac{r}{r^2+\omega_A^2}.$$

This is greatest at $r=\omega_A$. There
$$2\gamma_{\max}=\frac{\Delta^2}{2\omega_A},\qquad \frac1\tau=\omega_A+\frac{\Delta^2}{2\omega_A}=\frac{\omega_{NA}^2+\omega_A^2}{2\omega_A},\qquad |s|^2=P=\frac{\omega_{NA}^2+\omega_A^2}{2}.$$
The product that locates the maximum is
$$|s|\tau=\frac{\omega_A}{\sqrt{(\omega_{NA}^2+\omega_A^2)/2}}<1 .$$
It approaches one when the two frequencies are close. The full width is $2\gamma$, and
$$\frac{2\gamma_{\max}}{\omega_{NA}-\omega_A}=\frac{\omega_{NA}+\omega_A}{2\omega_A}.$$
For weak coupling the largest width equals the whole frequency shift: shift and width come from the same $S$.

For weak coupling, the imaginary part of $M\omega^2=K(\omega)$ at the complex frequency $\omega_r-i\gamma$ gives $2\gamma=K''/(M\omega)$. This gives $2\gamma\approx\Delta^2/(\omega^2\tau)$ at $\omega\tau\gg1$ and $2\gamma\approx\Delta^2\tau$ at $\omega\tau\ll1$. More scattering broadens the line in a clean metal and narrows it in a dirty one.

**Strong coupling.** Eliminating $\gamma$ from $R=r+2\gamma$ gives $R=r(r^2+\omega_{NA}^2)/(r^2+\omega_A^2)$. Each positive $r$ that satisfies this is a purely decaying solution. With $y=r^2/\omega_A^2$ and $X=\omega_{NA}^2/\omega_A^2$, the sign of $dR/dr$ is that of $y^2+(3-X)y+X$. This is positive for all $y>0$ if $(X-3)^2<4X$, that is, for $1<X<9$. Then there is one decaying solution for each $R$, and the other two roots oscillate. So the mode oscillates at every scattering rate if $\omega_{NA}<3\omega_A$. Beyond that ratio there is a range of rates in which it is overdamped.

## Weighing the contributions in a model metal

The example is a square lattice with two orbitals per cell and round parameters. With $k_x,k_y$ in units of the inverse lattice constant, the bands are
$$E_\pm=-2t(\cos k_x+\cos k_y)\pm\sqrt{(A_k+\alpha u)^2+B^2},$$
$$A_k=0.1\ \text{eV}+0.3\ \text{eV}\,(\cos k_x-\cos k_y),$$
with $t=0.5$ eV, $B=0.4$ eV and $\alpha=1.5$ eV/Å. The mode shifts the two orbital energies oppositely, so $g_\pm=\pm\alpha A_k/\sqrt{A_k^2+B^2}$. There is one electron per cell, $k_BT=0.025$ eV, $M=40$ u, and $\omega_{NA}=200$ cm⁻¹ is chosen. Rates in cm⁻¹ mean $1/(2\pi c\tau)$, so that $\omega\tau$ is the ratio of two wavenumbers.

**Reoccupation.** The density of states is 1.283 per eV and cell, and the variance of $g$ is 0.829 eV²/Å². Thus
$$S=1.283\times0.829=1.064\ \text{eV/Å}^2 .$$
Separate second differences of the energy give electronic curvatures of $-1.609$ eV/Å² with frozen and $-2.673$ eV/Å² with relaxed occupations. They differ by 1.064 eV/Å², as derived.

**Mean coupling.** With $\bar g=-0.200$ eV/Å, the part removed by number conservation is $1.283\times0.200^2=0.051$ eV/Å², about 5% of $S$. Both bands cross the Fermi level, with averages of $g$ of $-0.39$ and $+0.27$ eV/Å. This difference carries about 11% of $S$, so the single $\tau$ used below assumes that interband scattering is as fast as intraband scattering.

**Interband dynamics.** At equal wavevector the bands are at least 0.80 eV apart, and the phonon energy is 0.0248 eV. The interband curvature changes by a fraction $7.4\times10^{-4}$, or 0.0012 eV/Å², roughly a thousandth of $S$.

**Clean limits.** For $q$ equal to 0.001 inverse lattice constants, the screened intraband response is 1.064 eV/Å² when static and $-5\times10^{-4}$ eV/Å² at the phonon energy. The small negative value has the sign of $-D^2/\hbar^2\omega^2$.

**Frequencies.** In SI units $S=17.04$ N/m and $M=6.642\times10^{-26}$ kg. Dividing $S/M$ by $(2\pi c)^2$ gives $\Delta^2=7230$ cm⁻² to three figures, and
$$\omega_A=\sqrt{40000-7230}=181.0\ \text{cm}^{-1}.$$
The full shift is 19.0 cm⁻¹. The cubic equation then gives, all in cm⁻¹ except $\omega_r\tau$:

| $1/\tau$ | $\omega_r\tau$ | $\omega_r$ | $2\gamma$ |
|---|---|---|---|
| 10 | 20.0 | 200.0 | 1.8 |
| 50 | 3.98 | 199.1 | 8.7 |
| 100 | 1.97 | 196.6 | 15.3 |
| 201 | 0.95 | 190.5 | 20.0 |
| 400 | 0.46 | 184.4 | 15.4 |
| 1000 | 0.18 | 181.6 | 7.0 |

The maximum lies at $1/\tau=72770/(2\times181.0)=201$ cm⁻¹, or $\tau=26$ fs, with $|s|\tau=0.949$. The largest width, $7230/(2\times181.0)=20.0$ cm⁻¹, is 1.05 times the full shift. At that point the frequency is about halfway between its limits. The limiting laws account for the ends of the table: $7230\times10/200^2=1.8$ cm⁻¹ in the first row and $7230/1000=7.2$ cm⁻¹, against 7.0, in the last.

The last rows need a reservation. They hold $S$ fixed, while $\hbar/\tau$ reaches 0.124 eV at 1000 cm⁻¹. The lower band has a saddle point at $(0,\pi)$ with energy $-\sqrt{0.7^2+0.4^2}=-0.806$ eV, only 0.05 eV above the chemical potential of $-0.857$ eV. Such strong scattering would smear the density of states there and change $S$ itself. The rows show the effect of $\omega\tau$ alone. The row of maximum width is safer, since there $\hbar/\tau$ is about 0.025 eV, comparable with $k_BT$. As an estimate, giving every level a Lorentzian of full width $\hbar/\tau$ lowers $S$ by about 4% in that row and by about 14% in the last.

The same reservation applies to reading a measured temperature dependence. If the coupling is weak, as in this example, and heating shortens $\tau$ at constant $S$, starting from $\omega\tau\gg1$, the electronic part softens the mode steadily, while its width grows until $\omega\tau\approx1$ and then shrinks. Thermal expansion and anharmonicity add their own shifts and widths, which have to be separated first.

## Computed values

```
hopping, anisotropy: 0.5, 0.3 eV
orbital offset, hybridization: 0.1, 0.4 eV
coupling of the mode: 1.5 eV/angstrom
kT: 0.025 eV; electrons per cell: 1.0
mode mass: 40.0 u; k mesh: 240 x 240
chemical potential: -0.8573 eV
density of states, both spins: 1.2829 per eV per cell
Fermi-surface mean of g: -0.1996 eV/angstrom
Fermi-surface variance of g: 0.8291 eV^2/angstrom^2
S from the variance: 1.06372 eV/angstrom^2
electronic curvature, frozen: -1.60885 eV/angstrom^2
electronic curvature, relaxed: -2.67258 eV/angstrom^2
frozen minus relaxed: 1.06372 eV/angstrom^2
smallest interband separation: 0.800 eV
phonon energy: 0.02480 eV
relative interband change at phonon energy: 7.44e-04
small q times lattice constant: 0.001
clean bubble, static: 1.06372 eV/angstrom^2
clean bubble, at phonon energy: -5.47e-04 eV/angstrom^2
disorder test: 1600 levels, largest deviation 0.026
  rate 1.0, frequency 1+0.3i: Kubo 0.476+0.371j, law 0.483+0.372j
  rate 2.0, frequency 1+0.3i: Kubo 0.711+0.319j, law 0.731+0.318j
forward-peaked scattering, peaking parameter: 4.0
deformation time / single-particle lifetime: 2.316
nonadiabatic frequency: 200.00 cm^-1
adiabatic frequency: 181.02 cm^-1
full shift: 18.98 cm^-1
rate (cm^-1) | w_r*tau | frequency (cm^-1) | full width (cm^-1)
     10.00 |  19.996 |  199.96 |  1.805
     50.00 |   3.981 |  199.06 |  8.669
    100.00 |   1.966 |  196.58 | 15.331
    200.99 |   0.948 |  190.48 | 19.974
    400.00 |   0.461 |  184.45 | 15.393
   1000.00 |   0.182 |  181.63 |  7.049
rate at maximum width: 200.99 cm^-1
tau at maximum width: 26.41 fs
|s|*tau at maximum width: 0.9490
maximum full width: 19.974 cm^-1
maximum width / full shift: 1.0524
hbar/tau at rate 1000 cm^-1: 0.1240 eV
```
